# Gate-dependent mobility of thin-film transistors with an exponential trap tail

## 1. What a constant mobility gets wrong

Suppose that the mobility of a trap-limited thin-film transistor is extracted at 5 V of gate overdrive and then used at 20 V. For the model device of section 8 the predicted conductance is too small by a factor of 9.7. Nothing is wrong with the extraction. Most of the charge drawn in by the gate is trapped, and the small mobile part grows faster than the total.

Two further errors follow if the dependence is known only as "a power law". Using the mobility from the transconductance where the mobility from the conductance belongs costs a nearly constant factor, about 2.6 in the example. Using the thick-film exponent in a film with uniform charge doubles the true exponent. The derivation below fixes the exponent, the prefactor and the range of validity.

## 2. Model and result

Energies are measured from the band edge $E_c$. States above it carry current with a constant mobility $\mu_0$; states below it are traps and carry none. The traps form an exponential tail,

$$g(u)=\frac{N_t}{kT_t}\,e^{u/kT_t},\qquad u=E-E_c<0, \tag{1}$$

where $N_t$ is the total density of tail states. Let $l=T_t/T$, let $\zeta=E_F-E_c$ be the local Fermi level, and let $q>0$ be the elementary charge. Both kinds of electron are in local equilibrium.

The gate induces an electron charge of magnitude $Q$ per area, of which $Q_f$ is mobile. The insulator capacitance per area is $C_i$, and the overdrive is defined by $V_{ov}=Q/C_i$. The drain voltage is much smaller than $V_{ov}$, so $Q$ is uniform along the channel. A channel of width $W$ and length $L$ has conductance $G=(W/L)\mu_0Q_f$, and the effective mobility is

$$\mu_{\rm eff}=\frac{GL}{WQ}=\mu_0\frac{Q_f}{Q}. \tag{2}$$

For $l>1$, a thick film, a deep Fermi level and dominant trapped charge, the result is

$$\boxed{\;\mu_{\rm eff}=\mu_0\,\frac{N_c/A}{2l-1}\left(\frac{Q}{Q_0}\right)^{2(l-1)},\quad A=\frac{N_t\,\pi/l}{\sin(\pi/l)},\quad Q_0=\sqrt{2\varepsilon kT_tA}\;} \tag{3}$$

Here $N_c$ is the effective density of mobile states and $\varepsilon$ the permittivity of the semiconductor. Since $Q=C_iV_{ov}$, the mobility varies as $V_{ov}^{2(T_t/T-1)}$. In (3) $kT_t$ is an energy in joules if the other quantities are in SI units.

## 3. Trapped and mobile densities

The trapped density is the tail weighted with the Fermi function,

$$n_t=\int_{-\infty}^{0}\frac{N_t}{kT_t}\,\frac{e^{u/kT_t}}{1+e^{(u-\zeta)/kT}}\,du .$$

For $l>1$, extend the integral to $u=\infty$ and subtract the added piece. In the extended integral put $y=e^{(u-\zeta)/kT}$, so that $du=kT\,dy/y$ and $e^{u/kT_t}=e^{\zeta/kT_t}y^{1/l}$. It becomes

$$\frac{N_t}{l}e^{\zeta/kT_t}I,\qquad I=\int_0^\infty\frac{y^{a-1}}{1+y}\,dy,\quad a=\frac1l .$$

To evaluate $I$, take a contour around the cut along the positive real axis. The two sides of the cut contribute $(1-e^{2\pi ia})I$, and the pole at $y=-1$ contributes $2\pi i\,e^{i\pi(a-1)}=-2\pi i\,e^{i\pi a}$. The circles at zero and infinity vanish because $0<a<1$. Dividing gives $I=\pi/\sin\pi a$, and the extended integral is $Ae^{\zeta/kT_t}$.

In the subtracted piece $u>0$. For $\zeta$ several $kT$ below zero the Fermi function is there $e^{-(u-\zeta)/kT}$, so the piece is

$$\frac{N_t}{kT_t}e^{\zeta/kT}\int_0^\infty e^{-u(1/kT-1/kT_t)}du=\frac{N_t}{l-1}e^{\zeta/kT}.$$

Hence

$$n_t\simeq A\,e^{\zeta/kT_t}-\frac{N_t}{l-1}\,e^{\zeta/kT}. \tag{4}$$

The second term is smaller than the first by a factor proportional to $e^{\zeta(1/kT-1/kT_t)}$. It may be dropped when $|\zeta|\gg kT/(1-1/l)$, a condition that becomes severe as $T$ approaches $T_t$. This is the meaning of "deep" here: the trapped electrons then cluster around the Fermi level, not at the band edge. Their energy distribution peaks at $u=\zeta-kT\ln(l-1)$, which is above the Fermi level for $l<2$. For $l=1.8$ slightly more than half of them lie above it, and for $l=1.2$ about 86 %.

The mobile density in the nondegenerate limit is $n_f=N_ce^{\zeta/kT}$. Because $e^{\zeta/kT}=(e^{\zeta/kT_t})^{l}$,

$$n_f=N_c\left(\frac{n_t}{A}\right)^{l}. \tag{5}$$

Raising the Fermi level multiplies the mobile density by a larger factor than the trapped density. This is the source of the gate dependence.

**The case $T_t<T$.** The tail now falls off faster below the edge than the Boltzmann factor rises, and most trapped electrons sit near the edge. If the Fermi level is deep enough, with $|\zeta|$ much larger than both $kT$ and $kT/(1/l-1)$, the Boltzmann form can be used throughout the integral, which gives $n_t\simeq N_te^{\zeta/kT}/(1-l)$. The ratio $n_f/n_t=N_c(1-l)/N_t$ is then independent of $\zeta$, and the mobility does not depend on the gate. The numerical solution for $T_t=200$ K at $T=300$ K, with the Fermi level at least 0.45 eV below the edge, gives an exponent of 0.0001 in magnitude, whereas $2(l-1)$ would be $-0.67$. Nearer the edge, or with $T_t$ close to $T$, the condition fails and some gate dependence returns.

## 4. Surface density from Poisson's equation

Let $x$ run from the insulator into the film, and let $\phi(x)$ be the potential relative to the neutral bulk, where the electron density is $n_b$. Electrons accumulate where $\phi>0$, since $\zeta=\zeta_b+q\phi$. Fixed positive charge $qn_b$ neutralises the bulk, so the charge density is $-q(n-n_b)$ and

$$\phi''=\frac{q}{\varepsilon}(n-n_b).$$

Multiply by $\phi'$. The left side becomes $(\phi'^2/2)'$, and the right side becomes a derivative of an integral over $\phi$. Integrating from the bulk, where $\phi=\phi'=0$, and writing $F=-\phi'\ge0$,

$$F^2=\frac{2q}{\varepsilon}\int_0^{\phi}(n-n_b)\,d\phi_1 . \tag{6}$$

With trapped charge dominant, $n\simeq n_t=n_be^{q\phi/kT_t}$, and the integral gives

$$F^2=\frac{2kT_t}{\varepsilon}\left[n_t-n_b\left(1+\frac{q\phi}{kT_t}\right)\right]\simeq\frac{2kT_t}{\varepsilon}\,n_t. \tag{7}$$

The last form requires band bending well above $kT_t/q$. The induced charge is $Q=\int q(n-n_b)\,dx=\varepsilon\int\phi''dx=\varepsilon F_s$, where $s$ denotes the surface. Therefore

$$n_{ts}=\frac{Q^2}{2\varepsilon kT_t}=A\left(\frac{Q}{Q_0}\right)^2. \tag{8}$$

The square has a simple reading: if the charge is doubled, the layer becomes half as thick, as (9) will show, so the density rises fourfold.

## 5. Profile and mobility

From $n_t\propto e^{q\phi/kT_t}$ and (7), $n_t'=-(q/kT_t)\,n_tF$ with $F=\sqrt{2kT_tn_t/\varepsilon}$. Then

$$\frac{d}{dx}n_t^{-1/2}=-\tfrac12n_t^{-3/2}n_t'=\frac{q}{\sqrt{2\varepsilon kT_t}},$$

which is constant. Integration from the surface gives

$$n_t(x)=\frac{n_{ts}}{(1+x/x_0)^2},\qquad x_0=\frac{2\varepsilon kT_t}{qQ}, \tag{9}$$

where (8) was used to eliminate $n_{ts}$ from $x_0$. The total is $qn_{ts}x_0=Q$, as it must be, and half of it lies within $x_0$.

By (5) the mobile density falls as the power $2l$, so

$$Q_f=qn_{fs}\int_0^\infty\frac{dx}{(1+x/x_0)^{2l}}=\frac{qn_{fs}x_0}{2l-1}. \tag{10}$$

Dividing by $Q=qn_{ts}x_0$ and inserting (5) and (8),

$$\frac{Q_f}{Q}=\frac{1}{2l-1}\frac{n_{fs}}{n_{ts}}=\frac{N_c/A}{2l-1}\left(\frac{n_{ts}}{A}\right)^{l-1}=\frac{N_c/A}{2l-1}\left(\frac{Q}{Q_0}\right)^{2(l-1)},$$

which is (3). The factor $1/(2l-1)$ arises because mobile electrons occupy a thinner layer than trapped ones. A fraction $1-2^{1-2l}$ of them lies within $x_0$: 0.835 for $l=1.8$, as the numerical profile at 5 V confirms.

## 6. Which mobility is measured

The response of the conductance to added charge defines a differential mobility $\mu_d=\mu_0\,dQ_f/dQ$. Since $Q_f\propto Q^{2l-1}$,

$$\mu_d=(2l-1)\,\mu_{\rm eff}. \tag{11}$$

Both have the same exponent, but only $\mu_{\rm eff}$ may be multiplied by $Q$ to give the conductance.

There is a relation behind (11) that does not need the power law. In a thick film (6) makes $F$ a function of $\phi$ alone, so a change of gate voltage merely moves the upper limit $\phi_s$. Differentiating $Q^2=\varepsilon^2F_s^2$ gives $Q\,dQ=\varepsilon q(n_s-n_b)\,d\phi_s$. The induced mobile charge $Q_f=q\int_0^{\phi_s}(n_f-n_{fb})\,d\phi/F$ changes by $q(n_{fs}-n_{fb})\,d\phi_s/F_s$, with $F_s=Q/\varepsilon$. Thus

$$\frac{dQ_f}{dQ}=\frac{n_{fs}-n_{fb}}{n_s-n_b}\simeq\frac{n_{fs}}{n_s}. \tag{12}$$

In a thick film, $\mu_d/\mu_0$ is thus the mobile fraction at the surface. With uniform charge, $Q_f\propto Q^l$ makes it $l$ times that fraction.

The transconductance is taken with respect to gate voltage, not charge. With flat-band voltage $V_{FB}$,

$$V_G-V_{FB}=\phi_s+V_{ov},\qquad \phi_s=\frac{kT_t}{q}\ln\frac{n_{ts}}{n_b}=\frac{2kT_t}{q}\ln Q+{\rm const}.$$

Differentiation gives

$$\frac{dV_{ov}}{dV_G}=\frac{1}{1+2kT_t/(qV_{ov})}, \tag{13}$$

and the mobility from the transconductance, $(L/WC_i)\,dG/dV_G$, is $\mu_d$ times this factor.

A fixed threshold $V_T$ replaces $V_{FB}+\phi_s$ by a constant. The mobility is then formed as $GL/[WC_i(V_G-V_T)]$. Since $G\propto V_{ov}^{2l-1}$, its apparent exponent at the overdrive where $V_T$ is matched is $2l-1$ times (13), minus 1. In the example at 5 V this turns 1.60 into 1.55. Between 2 V and 20 V, $\phi_s$ rises by 0.216 V, so a threshold matched at 20 V misplaces a true overdrive of 2 V by 11 %.

## 7. Films of finite thickness

Let the film end at $x=d$ with zero field there, and neglect background charge. If $n_{back}$ is the density at the back, integration from that point gives $F^2=(2kT_t/\varepsilon)(n_t-n_{back})$. Put $n_t=n_{back}\sec^2\theta$, so that $F=\sqrt{2kT_tn_{back}/\varepsilon}\,\tan\theta$. Inserting both in $n_t'=-(q/kT_t)n_tF$, the left side is $2n_t\tan\theta\,\theta'$, and therefore

$$\theta'=-\kappa,\quad \kappa=\sqrt{\frac{q^2n_{back}}{2\varepsilon kT_t}},\quad n_t=n_{back}\sec^2[\kappa(d-x)]. \tag{14}$$

The charges follow from $Q=\varepsilon F_s$ and from (5):

$$Q=\sqrt{2\varepsilon kT_tn_{back}}\,\tan\kappa d,\qquad Q_f=\frac{qN_c}{\kappa}\left(\frac{n_{back}}{A}\right)^l\int_0^{\kappa d}\sec^{2l}\theta\,d\theta. \tag{15}$$

For an intermediate film, sweep $n_{back}$ with $0<\kappa d<\pi/2$ and tabulate $Q_f$ against $Q$. With $x_0$ from (9), the first of (15) gives $d/x_0=\kappa d\tan\kappa d$, so $d/x_0$ decides between two limits.

For $d\gg x_0$, $\kappa d$ approaches $\pi/2$, the surface density far exceeds $n_{back}$, and (3) returns. For $d\ll x_0$ the charge is uniform, $Q=qn_td$, and (5) gives

$$\mu_{\rm eff}=\mu_0\frac{N_c}{A}\left(\frac{Q}{qdA}\right)^{l-1}. \tag{16}$$

The exponent is halved because the layer can no longer shrink as charge is added. For a 200 nm film with $l=1.8$, the numerical solution gives 0.800 at $\kappa d=0.05$ and 1.608 at $\kappa d=1.540$; the limits are 0.8 and 1.6. The first value only tests the limit: with the insulator of section 8 its overdrive would be 0.3 mV. At 5 V, where $x_0=4.8$ nm, uniform charge requires a film much thinner than that, and the classical treatment is then doubtful. At $\kappa d=1.540$, $dQ_f/dQ=0.006750$ and the surface fraction is 0.006749, in agreement with (12).

## 8. Worked example

The parameters are round model values: $T=300$ K, $T_t=540$ K, $N_t=2\times10^{20}$ cm⁻³, $N_c=10^{20}$ cm⁻³ and $\mu_0=10$ cm²/(V s). The film has relative permittivity 10, and the insulator has relative permittivity 3.9 and thickness 100 nm. Thus $l=1.8$, $kT_t=0.04653$ eV, and the predicted exponent is 1.6. The bulk Fermi level is 0.70 eV below the edge.

The tail amplitude is

$$A=2\times10^{20}\,\frac{1.745}{0.985}=3.545\times10^{20}\ {\rm cm^{-3}},$$

and $Q_0/q=1.350\times10^{13}$ cm⁻². At 10 V the gate induces $Q/q=2.155\times10^{12}$ cm⁻², so $Q/Q_0=0.1596$ and

$$\mu_{\rm eff}=10\times\frac{0.2821}{2.6}\times0.1596^{1.6}=0.0576\ {\rm cm^2/(V\,s)}.$$

The differential mobility is 2.6 times larger, 0.150 cm²/(V s). Doubling the overdrive multiplies either by $2^{1.6}=3.03$.

The reference values below come from numerical integration of Poisson's equation, with the tail occupation found by quadrature and a constant density of mobile states $N_c/kT$ above the edge. Mobilities are in cm²/(V s).

| $V_{ov}$ (V) | $x_0$ (nm) | $\mu_{\rm eff}$, law | $\mu_{\rm eff}$, numerical | local exponent |
|---|---|---|---|---|
| 2 | 11.9 | 0.00439 | 0.00442 | 1.590 |
| 5 | 4.8 | 0.0190 | 0.0192 | 1.608 |
| 10 | 2.4 | 0.0576 | 0.0588 | 1.631 |
| 20 | 1.2 | 0.175 | 0.185 | 1.694 |

Relative to the law, the numerical mobility is higher by 0.9, 0.8, 2.1 and 6.2 %. Further values are in the numerical output.

## 9. Where the power law starts to fail

The departure at high overdrive can be calculated. Keep the second term of (4) and the mobile charge, and write $n=a-cb$, with $a=Ae^{\zeta/kT_t}$, $b=e^{\zeta/kT}$ and $c=N_t/(l-1)-N_c$. Let $r=cb/a$, which varies as $a^{l-1}$. Since $q\int b\,d\phi=kT\,b=kT_t\,b/l$, (6) becomes

$$F^2=\frac{2kT_t}{\varepsilon}\,a\left(1-\frac rl\right).$$

This has two effects to first order in $r$. At fixed $Q$ the surface value $a_s$ rises by the factor $1+r_s/l$, and $Q_f\propto a_s^{l-1/2}$ rises by $1+(2l-1)r_s/(2l)$. In addition, $1/F$ in the integral for $Q_f$ gains the factor $1+r/(2l)$:

$$\int_0^{a_s}a^{l-3/2}\left(1+\frac{r}{2l}\right)da=\frac{a_s^{l-1/2}}{l-\frac12}\left[1+\frac{(2l-1)\,r_s}{2l(4l-3)}\right].$$

Adding the two corrections gives

$$\frac{\mu_{\rm eff}}{\mu_{\rm eff}^{\rm law}}\simeq1+\delta,\qquad \delta=\frac{(2l-1)^2}{l(4l-3)}\,r_s,\qquad r_s\simeq\frac{c}{N_c}\frac{n_{fs}}{n_{ts}}. \tag{17}$$

In the example $c/N_c=2.5-1=1.5$ and the coefficient of $r_s$ is 0.894. With the numerical $n_{fs}$ and $n_{ts}$ from (8), $\delta$ is 0.7 % at 5 V, 2.1 % at 10 V and 6.5 % at 20 V, close to the differences found. Because $\delta\propto Q^{2(l-1)}$, it adds $2(l-1)\delta/(1+\delta)$ to the local exponent. That gives 1.63 at 10 V and 1.70 at 20 V, against 1.631 and 1.694.

At 2 V, (17) gives a difference of less than 0.2 %, whereas 0.9 % is found. The background term in (7) has the right sign for the rest: it raises the surface density at given $Q$ and lowers the field at given density, and both increase $Q_f$. Its relative weight falls with $Q$, which also fits a local exponent slightly below 1.6. Moving the bulk Fermi level to 1.2 eV below the edge removes it: the difference at 2 V falls to 0.15 % and the local exponent rises to 1.602.

The model itself has limits that the numerical agreement does not test. It treats electrons classically. For extended band states of mass $m$ this requires the mobile layer, whose thickness is $x_0/(2l-1)$ by (10), to be much thicker than the thermal wavelength $h/\sqrt{2\pi mkT}$. For the free electron mass at 300 K the wavelength is 4.3 nm, whereas the layer in the example is 4.6 nm thick at 2 V and 0.5 nm at 20 V. The value $N_c=10^{20}$ cm⁻³ corresponds to 2.5 free electron masses and a wavelength of 2.7 nm. With either mass the condition is not met even at 2 V. Confinement at the insulator lowers the mobile charge, and more so at higher overdrive, so both the mobility and its exponent can lie well below the law. For the free electron mass and a hard wall at the insulator, the subbands in the classical potential hold 0.80, 0.60 and 0.20 of the classical mobile charge at 2, 5 and 20 V, and the local exponent falls to about 1.4, 1.15 and 0.5. The smooth charge density in Poisson's equation is a second idealisation: the mean spacing $n_{ts}^{-1/3}$ of trapped electrons is 14 nm at 2 V and 3 nm at 20 V, larger than $x_0$ in every row, so the potential fluctuates along the interface. The table tests the classical continuum model, not a real film. The model also assumes that $\mu_0$ is independent of density and field, that trapped electrons do not hop, and that contacts add no resistance.

## 10. Using the result

To extract the tail temperature, obtain $Q=C_iV_{ov}$, form $\mu_{\rm eff}$ from the conductance at small drain voltage, and take the slope $p$ of $\ln\mu_{\rm eff}$ against $\ln Q$. In a thick film ($d\gg x_0$) $T_t=T(1+p/2)$; with uniform charge ($d\ll x_0$) $T_t=T(1+p)$. Then check $d/x_0$ with the fitted $T_t$. The correction $\delta$ cannot be found from slope and prefactor at one temperature: it requires $N_t/N_c$ and $\mu_0$, whereas the prefactor fixes only the combination $\mu_0N_c/A^l$. Within the model it shows in the curvature: a fit of $KQ^p(1+BQ^p)$ to the numerical mobility between 4 and 20 V returns $p=1.597$ and $\delta=6.5$ % at 20 V. A temperature series separates $N_t$ from $\mu_0N_c$ if both are independent of temperature. In a real film confinement also bends the curve, so independent values are the safer route.

Measurements at several temperatures help to tell the two cases apart. If $T_t$ is itself independent of temperature and the corrections of section 9 are negligible, $p$ is linear in $1/T$. Extrapolated to $1/T=0$, the line then reaches $-2$ for a thick film and $-1$ for uniform charge. In a thick film, choose overdrives low enough to keep $\delta$ small and the mobile layer classical (section 9), but high enough that the band bending $\phi_s$ stays well above $kT_t/q$. If these demands conflict, $p$ does not give a reliable $T_t$ through (3). With less band bending $p$ drops below the thick-film value, and the extracted $T_t$ is too small. Keep the temperature well below $T_t$: the term in $N_t/(l-1)$ grows as $T$ approaches $T_t$, which raises $p$ above the line and makes the intercept less negative. A thick film can then look like one of intermediate thickness. A slope $p$ that follows neither line points to a film of intermediate thickness, to a $\delta$ that is not small, to insufficient band bending, or to an assumption of the model that is not met. Agreement with an intercept is not proof either. At low temperature a film with $d/x_0$ of only about 3 can also extrapolate to nearly $-2$, so $d/x_0$ must be checked separately. Nor does agreement with one of the lines by itself prove that the current is limited by trapping and release.

## Numbers as computed

```
temperature T = 300 K, kT = 0.02585 eV
deep-level tests: Tt (K), exponent numeric, 2(Tt/T-1), Qf/Q ratio
  420  0.8034  0.8000  numeric/law = 1.0042
  540  1.6002  1.6000  numeric/law = 1.0002
  750  2.9994  3.0000  numeric/law = 1.0004
tail with Tt = 200 K < T: exponent numeric = 0.0001
example: Tt = 540 K, kTt = 0.04653 eV, l = 1.80
Nt = 2.00e+20 cm^-3, Nc = 1.00e+20 cm^-3
A = 3.545e+20 cm^-3, mu0 = 10.0 cm^2/(V s)
relative permittivities: film 10.0, insulator 3.9
insulator 100 nm, Ci = 34.53 nF/cm^2
Q0/q = 1.350e+13 cm^-2
at zeta = -0.2 eV: edge term/leading term = 0.0227
bulk zeta = -0.70 eV
Vov = 2 V: Q/q = 4.311e+11 cm^-2, x0 = 11.93 nm
  law n_ts = 3.613e+17 cm^-3, numeric 3.615e+17 cm^-3
  surface zeta = -0.3204 eV, phi_s = 0.3796 V, n_fs = 4.147e+14 cm^-3
  mu_eff law = 0.00439, numeric = 0.00442 cm^2/(V s), deviation 0.88 %
  mu_d law = 0.01140 cm^2/(V s), local exponent = 1.5898
Vov = 5 V: Q/q = 1.078e+12 cm^-2, x0 = 4.77 nm
  law n_ts = 2.258e+18 cm^-3, numeric 2.240e+18 cm^-3
  surface zeta = -0.2351 eV, phi_s = 0.4649 V, n_fs = 1.125e+16 cm^-3
  mu_eff law = 0.01900, numeric = 0.01916 cm^2/(V s), deviation 0.81 %
  mu_d law = 0.04940 cm^2/(V s), local exponent = 1.6081
Vov = 10 V: Q/q = 2.155e+12 cm^-2, x0 = 2.39 nm
  law n_ts = 9.032e+18 cm^-3, numeric 8.802e+18 cm^-3
  surface zeta = -0.1702 eV, phi_s = 0.5298 V, n_fs = 1.383e+17 cm^-3
  mu_eff law = 0.05760, numeric = 0.05880 cm^2/(V s), deviation 2.08 %
  mu_d law = 0.14977 cm^2/(V s), local exponent = 1.6314
Vov = 20 V: Q/q = 4.311e+12 cm^-2, x0 = 1.19 nm
  law n_ts = 3.613e+19 cm^-3, numeric 3.321e+19 cm^-3
  surface zeta = -0.1044 eV, phi_s = 0.5956 V, n_fs = 1.747e+18 cm^-3
  mu_eff law = 0.17462, numeric = 0.18549 cm^2/(V s), deviation 6.23 %
  mu_d law = 0.45401 cm^2/(V s), local exponent = 1.6936
law: doubling Vov multiplies mobility by 3.031
5 V, within x0: total charge 0.4998, mobile 0.8350 (law 0.8351)
5 V: d phi_s/d ln Q = 0.09333 V, 2kTt/q = 0.09307 V
5 V: dVov/dVG = 0.9817
film thickness 200 nm
  uniform: kappa d = 0.0500, Q/q = 6.434e+07 cm^-2, exponent 0.8000 (limit 0.8000)
  accumulated: kappa d = 1.5402, Q/q = 1.284e+12 cm^-2, exponent 1.6084 (limit 1.6000)
  accumulated: dQf/dQ = 0.006750, surface n_f/n = 0.006749
  accumulated: mu_d/mu_eff = 2.6079, 2l-1 = 2.6000
```
